# The in-plane A2′ nitrogen pi orbital of planar tris(imido) complexes: verification in Python

```python
"""
Result under test: in a planar D3h fragment M(NR)3 the in-plane nitrogen pi
combination a2' = N (t1 + t2 + t3) has no metal s, p or d partner; the first
metal function of the same symmetry is the f function y(3x^2 - y^2).
Symbols: t_k   nitrogen p orbital in the plane, perpendicular to M-N(k)
         l, m  angular momentum of a metal function and its z component
         S_t   overlap of two neighbouring t_k; S_sig, S_pi: its components
Worked example: Os(NH)3, PBE0, def2-SVP with metal f functions added.
Orbital energies in eV, lengths in angstrom; Gaussian exponents in bohr^-2.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc
from pyscf import gto, dft, lib

lib.num_threads(1)
EV = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10
PHI = np.array([0.0, 2 * np.pi / 3, 4 * np.pi / 3])

# ---------- group theory from explicit symmetry matrices ----------
c, s = np.cos(PHI[1]), np.sin(PHI[1])
C3 = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])
MIRROR_V, MIRROR_H = np.diag([1.0, -1, 1]), np.diag([1.0, 1, -1])
ops = [np.linalg.matrix_power(C3, i) @ np.linalg.matrix_power(MIRROR_V, j)
       @ np.linalg.matrix_power(MIRROR_H, k)
       for i in range(3) for j in range(2) for k in range(2)]
radial = np.array([[np.cos(a), np.sin(a), 0] for a in PHI])
tangent = np.array([[-np.sin(a), np.cos(a), 0] for a in PHI])
axial = np.array([[0, 0, 1.0]] * 3)


def chi_a2p(R):
    return np.linalg.det(R) * R[2, 2]


def chi_shell(R, l):
    det = np.linalg.det(R)
    angle = np.arccos(np.clip((np.trace(det * R) - 1) / 2, -1, 1))
    parity = 1 if det > 0 else (-1) ** l
    return parity * sum(np.cos(m * angle) for m in range(-l, l + 1))


def chi_ligand(R, vectors):
    return sum(vectors[k] @ R @ vectors[k] for k in range(3)
               if np.allclose(R @ radial[k], radial[k]))


def count(group, chi_rep, chi_irrep):
    value = sum(chi_rep(R) * chi_irrep(R) for R in group) / len(group)
    assert abs(value - round(value)) < 1e-8
    return int(round(value))


lig_counts = [count(ops, lambda R, v=v: chi_ligand(R, v), chi_a2p)
              for v in (radial, tangent, axial)]
assert lig_counts == [0, 1, 0]
shell_counts = [count(ops, lambda R, l=l: chi_shell(R, l), chi_a2p)
                for l in range(10)]
for l in range(10):
    assert shell_counts[l] == sum((l - m) % 2 == 0 for m in range(3, l + 1, 3))
c3v = [R for R in ops if R[2, 2] > 0]
c3h = [R for R in ops if chi_a2p(R) > 0]
c3v_counts = [count(c3v, lambda R, l=l: chi_shell(R, l), chi_a2p)
              for l in range(10)]
assert c3v_counts == [l // 3 for l in range(10)]
c3h_counts = [count(c3h, lambda R, l=l: chi_shell(R, l), lambda R: 1.0)
              for l in range(3)]
assert c3h_counts == [1, 0, 1]
print("A2' functions in tangential N set:", lig_counts[1])
print("A2' functions in metal shells l=0..6:", shell_counts[:7])
print("A2 in C3v, metal shells l=0..6:", c3v_counts[:7])
print("A' in C3h, metal shells l=0..2:", c3h_counts)

# ---------- overlaps by real-space quadrature ----------
D_MN, D_NH = 1.75, 1.02
EXP_M, EXP_N = 0.30, 0.25
line = np.linspace(-12, 12, 61)
X, Y, Z = np.meshgrid(line, line, line, indexing="ij")
dV = (line[1] - line[0]) ** 3


def overlap(f, g):
    return float(np.sum(f * g) * dV)


def normed(f):
    return f / np.sqrt(overlap(f, f))


def p_orbital(centre, direction):
    dx, dy, dz = X - centre[0], Y - centre[1], Z - centre[2]
    poly = direction[0] * dx + direction[1] * dy + direction[2] * dz
    return normed(poly * np.exp(-EXP_N * (dx**2 + dy**2 + dz**2)))


envelope = np.exp(-EXP_M * (X**2 + Y**2 + Z**2))
polys = {"s": np.ones_like(X), "px": X, "py": Y, "pz": Z, "dxy": X * Y,
         "dyz": Y * Z, "dxz": X * Z, "dx2-y2": X**2 - Y**2,
         "dz2": 2 * Z**2 - X**2 - Y**2, "fy(3x2-y2)": Y * (3 * X**2 - Y**2),
         "fx(x2-3y2)": X * (X**2 - 3 * Y**2), "fxyz": X * Y * Z,
         "fz(x2-y2)": Z * (X**2 - Y**2), "fxz2": X * (4 * Z**2 - X**2 - Y**2),
         "fyz2": Y * (4 * Z**2 - X**2 - Y**2),
         "fz3": Z * (2 * Z**2 - 3 * X**2 - 3 * Y**2)}
metal = {name: normed(poly * envelope) for name, poly in polys.items()}
dist = D_MN / BOHR
t_orb = [p_orbital(dist * radial[k], tangent[k]) for k in range(3)]
a2_sum = sum(t_orb) / np.sqrt(3)
e_sum = np.sqrt(2 / 3) * sum(np.cos(PHI[k]) * t_orb[k] for k in range(3))
group = {name: overlap(a2_sum, f) for name, f in metal.items()}
single = {name: overlap(t_orb[0], metal[name])
          for name in ("py", "dxy", "fy(3x2-y2)")}
largest_spd = max(abs(v) for n, v in group.items() if n[0] in "spd")
assert largest_spd < 1e-9
assert min(abs(v) for v in single.values()) > 0.02
for name, value in group.items():
    if name[0] == "f" and name != "fy(3x2-y2)":
        assert abs(value) < 1e-9
assert abs(group["fy(3x2-y2)"] - np.sqrt(3) * single["fy(3x2-y2)"]) < 1e-9
for name in ("py", "dxy"):
    assert abs(overlap(e_sum, metal[name])
               - np.sqrt(1.5) * single[name]) < 1e-9
half = np.array([np.sqrt(3) * dist / 2, 0, 0])
S_sig = overlap(p_orbital(-half, [1, 0, 0]), p_orbital(half, [1, 0, 0]))
S_pi = overlap(p_orbital(-half, [0, 1, 0]), p_orbital(half, [0, 1, 0]))
S_t = overlap(t_orb[0], t_orb[1])
assert abs(S_t - (S_sig - 3 * S_pi) / 4) < 1e-9 and S_t < 0
assert abs(overlap(a2_sum, a2_sum) - (1 + 2 * S_t)) < 1e-9
print(f"Model exponents: metal {EXP_M:.2f}, N {EXP_N:.2f} bohr^-2")
print(f"One t with p_y, d_xy, f: {single['py']:.4f}, {single['dxy']:.4f}, "
      f"{single['fy(3x2-y2)']:.4f}")
print(f"e' sum with p_y, d_xy: {overlap(e_sum, metal['py']):.4f}, "
      f"{overlap(e_sum, metal['dxy']):.4f}")
print(f"a2' sum, largest |overlap| with s,p,d: {largest_spd:.1e}")
print(f"a2' sum with f y(3x2-y2): {group['fy(3x2-y2)']:.4f}")
print(f"N-N overlaps S_sig, S_pi, S_t: {S_sig:.4f}, {S_pi:.4f}, {S_t:.4f}")

# ---------- Os(NH)3 ----------
# The C3 axis lies along (1,1,1), and the N atoms lie in diagonal mirror
# planes, so that the cubic angular grids keep C3 and the vertical mirrors.
ez = np.array([1.0, 1, 1]) / np.sqrt(3)
ex = np.array([1.0, 1, -2]) / np.sqrt(6)
ey = np.cross(ez, ex)
frame = np.array([ex, ey, ez])
os_basis = [b for b in gto.basis.load("def2-svp", "Os") if b[0] < 3]
os_f = [b for b in gto.basis.load("def2-tzvpp", "Os") if b[0] == 3]
assert len(os_f) > 0


def build(lift_deg=0.0, bend_deg=0.0):
    lift, bend = np.radians([lift_deg, bend_deg])
    atoms = [["Os", (0.0, 0.0, 0.0)]]
    hydrogens = []
    for k in range(3):
        out = np.cos(lift) * radial[k] + np.sin(lift) * axial[k]
        nitrogen = D_MN * out
        hydrogen = nitrogen + D_NH * (np.cos(bend) * out
                                      + np.sin(bend) * tangent[k])
        atoms.append(["N", tuple(nitrogen @ frame)])
        hydrogens.append(["H", tuple(hydrogen @ frame)])
    return gto.M(atom=atoms + hydrogens, unit="Angstrom", verbose=0,
                 basis={"Os": os_basis + os_f, "N": "def2-svp",
                        "H": "def2-svp"}, ecp={"Os": "def2-svp"})


def run(mol, dm0=None):
    mf = dft.RKS(mol)
    mf.xc, mf.grids.level = "pbe0", 1
    mf.conv_tol, mf.max_cycle = 1e-8, 100
    mf.kernel(dm0)
    assert mf.converged
    return mf


mol = build()
labels = mol.ao_labels(fmt=None)
os_index = {l: [i for i, a in enumerate(labels)
                if a[0] == 0 and a[2][-1] == l] for l in "spdf"}


def ligand_vector(weights, directions):
    v = np.zeros(mol.nao)
    for i, (atom, _, shell, comp) in enumerate(labels):
        if 1 <= atom <= 3 and shell == "2p":
            v[i] = weights[atom - 1] * (directions[atom - 1]
                                        @ frame)["xyz".index(comp)]
    return v


v_a2 = ligand_vector([1, 1, 1], tangent)
v_e2 = ligand_vector([2, -1, -1], axial)
v_site = ligand_vector([1, 0, 0], tangent)


def metal_shares(mf):
    """Loewdin shares of the Os shells in every orbital."""
    w, U = np.linalg.eigh(mf.get_ovlp())
    orth = (U * np.sqrt(w)) @ U.T @ mf.mo_coeff
    return {l: np.sum(orth[idx] ** 2, axis=0) for l, idx in os_index.items()}


def find_a2(mf):
    nocc = mf.mol.nelectron // 2
    weight = (v_a2 @ mf.get_ovlp() @ mf.mo_coeff[:, :nocc]) ** 2
    return int(np.argmax(weight))


mf = run(mol)
nocc = mol.nelectron // 2
shares, ia2 = metal_shares(mf), find_a2(mf)
points = np.random.default_rng(1).normal(size=(300, 3)) * 2.0


def irrep(columns):
    """Label a level from the measured action of symmetry operations."""
    C = mf.mo_coeff[:, columns]
    before = mol.eval_gto("GTOval_sph", points) @ C

    def trace(R):
        moved = points @ (frame.T @ R @ frame).T
        after = mol.eval_gto("GTOval_sph", moved) @ C
        return np.trace(np.linalg.lstsq(before, after, rcond=None)[0])

    n = len(columns)
    h, v, r = trace(MIRROR_H), trace(MIRROR_V), trace(C3)
    assert abs(abs(h) - n) < 0.02
    assert abs(r - (1 if n == 1 else -1)) < 0.02
    prime = "'" if h > 0 else "''"
    if n == 2:
        return "E" + prime
    even_v = v > 0
    return ("A1" if even_v == (h > 0) else "A2") + prime


levels, i = [], 0
while i <= nocc:
    same = [j for j in range(i, min(i + 3, mol.nao))
            if abs(mf.mo_energy[j] - mf.mo_energy[i]) < 1e-5]
    if mf.mo_energy[i] * EV > -40:
        levels.append((irrep(same), same))
    i = same[-1] + 1
print(f"Os(NH)3: Os-N {D_MN:.2f}, N-H {D_NH:.2f} angstrom; "
      f"{mol.nao} functions")
print("Level, energy (eV), Os s/p/d/f share (%):")
for name, cols in levels:
    parts = " ".join(f"{100 * np.mean(shares[l][cols]):6.2f}" for l in "spdf")
    tag = "occ" if cols[0] < nocc else "empty"
    print(f"  {name:4s} {mf.mo_energy[cols[0]] * EV:8.3f}  {parts}  {tag}")
occupied = [(n, cols) for n, cols in levels if cols[0] < nocc]
a2_levels = [cols for n, cols in occupied if n == "A2'"]
assert a2_levels == [[ia2]]
spd = sum(shares[l][ia2] for l in "spd")
assert spd < 1e-6 and shares["f"][ia2] > 1e-6
pairs = sum(len(cols) for _, cols in occupied)
metal_count = 2 * (pairs - 3 - len(a2_levels))
assert metal_count == 18
print(f"a2' Os s+p+d share: {100 * spd:.1e} %")
print(f"a2' Os f share: {100 * shares['f'][ia2]:.3f} %")
print(f"Occupied valence pairs: {pairs}, of which N-H bonds: 3")
print(f"Electrons at the metal without a2': {metal_count}")

# ---------- deletion of functions at fixed Fock matrix ----------
F, S = mf.get_fock(), mf.get_ovlp()


def level_energy(keep, v):
    """Lowest level (eV) in the kept functions that contains v."""
    keep = np.array(keep)
    e, C = eigh(F[np.ix_(keep, keep)], S[np.ix_(keep, keep)])
    u = v[keep]
    metric = S[np.ix_(keep, keep)]
    weight = (u @ metric @ C) ** 2 / (u @ metric @ u)
    return e[np.where(weight > 0.05)[0][0]] * EV


everything = list(range(mol.nao))
no_f = [i for i in everything if i not in os_index["f"]]
no_spd = [i for i in everything
          if labels[i][0] != 0 or i in os_index["f"]]
ligands = [i for i in everything if labels[i][0] != 0]
one_nh = [i for i in everything if labels[i][0] in (1, 4)]
a2_all, a2_no_f = level_energy(everything, v_a2), level_energy(no_f, v_a2)
a2_no_spd, a2_lig = level_energy(no_spd, v_a2), level_energy(ligands, v_a2)
e2_all, e2_no_spd = level_energy(everything, v_e2), level_energy(no_spd, v_e2)
site = level_energy(one_nh, v_site)
assert abs(a2_all - a2_no_spd) < 1e-5 and abs(a2_no_f - a2_lig) < 1e-5
assert e2_no_spd - e2_all > 0.5
print("Fixed Fock matrix, level shifts (eV):")
print(f"  a2' on deleting Os s,p,d: {abs(a2_no_spd - a2_all):.1e} (size)")
print(f"  e'' on deleting Os s,p,d: {e2_no_spd - e2_all:.3f}")
print(f"  a2' on deleting Os f: {a2_no_f - a2_all:.4f}")
print(f"  a2' of three NH minus one NH: {a2_lig - site:.3f}")

# ---------- distorted frames ----------
LIFT, BEND = 15.0, 20.0
dm = mf.make_rdm1()
pyramid, bent = run(build(lift_deg=LIFT), dm), run(build(bend_deg=BEND), dm)
results = []
for name, calc in (("pyramidal", pyramid), ("in-plane bend", bent)):
    sh, k = metal_shares(calc), find_a2(calc)
    results.append({l: sh[l][k] for l in "spdf"})
    print(f"{name}: energy above planar {(calc.e_tot - mf.e_tot) * EV:.3f} eV")
pyr, ben = results
assert pyr["s"] + pyr["p"] + pyr["d"] < 1e-6
# The angular grid lacks the horizontal mirror: p share is zero to grid error.
assert ben["p"] < 1e-4 and ben["s"] + ben["d"] > 1e-4
print(f"Angles: lift {LIFT:.0f} deg, N-H bend {BEND:.0f} deg")
print(f"Pyramidal, Os s+p+d share of a2: "
      f"{100 * (pyr['s'] + pyr['p'] + pyr['d']):.1e} %")
print(f"Bent, Os s, p, d share of a': {100 * ben['s']:.3f}, "
      f"{100 * ben['p']:.1e}, {100 * ben['d']:.3f} %")
print("no test failed")
```

Running it gives:

```
A2' functions in tangential N set: 1
A2' functions in metal shells l=0..6: [0, 0, 0, 1, 0, 1, 1]
A2 in C3v, metal shells l=0..6: [0, 0, 0, 1, 1, 1, 2]
A' in C3h, metal shells l=0..2: [1, 0, 1]
Model exponents: metal 0.30, N 0.25 bohr^-2
One t with p_y, d_xy, f: 0.2228, 0.3668, 0.3699
e' sum with p_y, d_xy: 0.2728, 0.4492
a2' sum, largest |overlap| with s,p,d: 2.2e-16
a2' sum with f y(3x2-y2): 0.6406
N-N overlaps S_sig, S_pi, S_t: -0.1192, 0.0166, -0.0422
Os(NH)3: Os-N 1.75, N-H 1.02 angstrom; 96 functions
Level, energy (eV), Os s/p/d/f share (%):
  A1'   -22.727   11.43   0.00   6.67   3.05  occ
  E'    -22.038    0.00   6.99  11.21   0.79  occ
  A1'   -14.874    6.88   0.00  11.67   1.10  occ
  E'    -14.440    0.00   1.65  33.60   0.28  occ
  E''   -10.352    0.00   0.00  55.33   1.10  occ
  E'     -9.059    0.00  10.70  10.47   0.79  occ
  A2''   -7.770    0.00  13.68   0.00   2.84  occ
  A1'    -7.241   20.83   0.00  71.31   0.01  occ
  A2'    -7.236    0.00   0.00   0.00   9.90  occ
  E''    -2.092    0.00   0.00  46.63   2.70  empty
a2' Os s+p+d share: 6.4e-19 %
a2' Os f share: 9.899 %
Occupied valence pairs: 13, of which N-H bonds: 3
Electrons at the metal without a2': 18
Fixed Fock matrix, level shifts (eV):
  a2' on deleting Os s,p,d: 4.2e-14 (size)
  e'' on deleting Os s,p,d: 3.275
  a2' on deleting Os f: 0.1684
  a2' of three NH minus one NH: 0.771
pyramidal: energy above planar 0.976 eV
in-plane bend: energy above planar -0.062 eV
Angles: lift 15 deg, N-H bend 20 deg
Pyramidal, Os s+p+d share of a2: 1.0e-12 %
Bent, Os s, p, d share of a': 6.623, 2.5e-07, 27.755 %
no test failed
```
